# Water on methyl-lined pore walls: energy, entropy and residual silanols

## The decision

A calculation of moisture uptake in a porous low-k film must first decide how to represent the pore wall. If every silanol group (Si–OH) has been replaced by a methyl group, one weak adsorption energy may be enough. If a few silanols remain, they may have to be counted one by one, even when they look negligible in the composition. The choice depends on how strongly the Henry constant varies with adsorption energy.

Take adsorption energies, meaning well depths, of 0.5 eV on a silanol-like site and 0.2 eV on a methyl-like site. If the adsorbed molecule vibrates and rotates in the same way on both, the adsorption entropies are equal and the Henry constants differ by a factor of \(1.1\times10^5\) at 300 K. This is a ratio between two kinds of site in the dilute limit. The water content of a film falls by the same factor only under further conditions, given below.

## What the methyl group removes

A silanol can donate a hydrogen bond to the oxygen of a water molecule. A methyl group offers a much weaker contact. Two small rigid pairs show the difference: water with H₃SiOH and water with H₃SiCH₃. They were computed by second-order perturbation theory (MP2) in the 6-31G** basis, with counterpoise correction. Positive values mean binding.

- **Silanol**, with the hydrogen bond H···O set to 1.9 Å: 0.28 eV, of which Hartree–Fock already gives 0.24 eV.
- **Methyl**, water hydrogen towards the group: 0.007 eV at a C···O distance of 3.4 Å and 0.024 eV at 3.8 Å.
- **Methyl**, water oxygen towards the group: −0.014 eV at 3.4 Å and −0.001 eV at 3.8 Å, so this basis gives no binding at either distance. The second value is too close to zero for its sign to be trusted in so small a basis.

The best methyl value lies at the larger of the two distances, so the scan does not enclose a minimum. The silanol geometry was not optimized either. The numbers therefore compare sampled geometries, not best binding energies. They also leave out relaxation, zero-point energy, diffuse basis functions and the rest of the wall. The basis matters: at the same geometry, aug-cc-pVDZ lowers the silanol value to about 0.23 eV (0.18 eV at the Hartree–Fock level), a shift of 0.05–0.06 eV. The methyl values come from the small basis only, and their last digits should not be taken as converged.

The depths 0.5 and 0.2 eV used from here on are round model parameters for a site in a pore, where a molecule may touch several groups at once. They are not derived from these pairs.

## From adsorption energy to Henry constant

The algebra uses atomic units with \(k_B\) kept, so \(\hbar=1\) and Planck's constant is \(2\pi\). The Henry constant \(K\) is defined by the mean occupancy of a site, \(\theta=Kp\), as the pressure \(p\) goes to zero.

**The gas.** One direction of free motion of a molecule of mass \(m\) contributes, per unit length,

\[
\int_{-\infty}^{\infty}\frac{dP}{2\pi}\,e^{-P^2/2mk_BT}=\left(\frac{mk_BT}{2\pi}\right)^{1/2}\equiv\frac1\Lambda .
\]

With \(z_{\rm int}\) for rotation and internal vibration, \(N\) molecules in a volume \(V\) have the partition function \((Vz_{\rm int}/\Lambda^3)^N/N!\). Taking \(-k_BT\) times its logarithm, using \(\ln N!\simeq N\ln N-N\), and differentiating with respect to \(N\) gives the chemical potential

\[
\mu=k_BT\ln\frac{N\Lambda^3}{Vz_{\rm int}} .
\]

The ideal-gas law \(N/V=p/k_BT\) then yields

\[
e^{\mu/k_BT}=\frac{p\Lambda^3}{k_BT\,z_{\rm int}} .
\]

**The site.** Let a site hold at most one molecule and let sites not interact. Write the partition function of the adsorbed molecule as \(z_{\rm int}z\), so that \(z\) measures it relative to the internal motion of the free molecule. The empty site has weight 1 and the filled site has weight

\[
e^{\mu/k_BT}z_{\rm int}z=\frac{\Lambda^3z}{k_BT}\,p .
\]

The internal factor has cancelled. The occupancy is the filled weight divided by the sum of both:

\[
\theta=\frac{Kp}{1+Kp},\qquad K=\frac{\Lambda^3z}{k_BT}.
\]

**The well.** Near its minimum the site potential is \(-E+\tfrac12\kappa r^2\), where \(E>0\) is the depth below a free molecule at rest. Each direction is an oscillator of frequency \(\omega=(\kappa/m)^{1/2}\), and its geometric series sums to

\[
q=\sum_{n=0}^{\infty}e^{-\omega(n+1/2)/k_BT}
=\frac{e^{-\omega/2k_BT}}{1-e^{-\omega/k_BT}}
=\frac{1}{2\sinh(\omega/2k_BT)} .
\]

Let \(g\) be the factor by which the site changes the rotational partition function. Then \(z=g\,q^3e^{E/k_BT}\) and

\[
K=\frac{\Lambda^3}{k_BT}\,g\,q^3\,e^{E/k_BT}.
\]

For a silanol-like site s and a methyl-like site m with the same \(g\) and \(q\), everything but the exponential cancels:

\[
\frac{K_s}{K_m}=e^{(E_s-E_m)/k_BT}.
\]

## What equal entropy means

Take as standard states the gas at pressure \(p^\circ\) and the half-filled site. The isotherm can be written \(\theta/(1-\theta)=Kp\), so \(Kp^\circ\) is the equilibrium constant of adsorption:

\[
\ln(Kp^\circ)=\frac{\Delta S^\circ}{k_B}-\frac{\Delta H^\circ}{k_BT},\qquad
\frac{d\ln K}{dT}=\frac{\Delta H^\circ}{k_BT^2}.
\]

If \(g\) and \(q\) are the same functions of temperature on both sites, \(\ln(K_s/K_m)=(E_s-E_m)/k_BT\) holds at every \(T\). Differentiation gives

\[
\frac{d}{dT}\ln\frac{K_s}{K_m}=-\frac{E_s-E_m}{k_BT^2}.
\]

Comparison with the second relation shows that \(\Delta H_s^\circ-\Delta H_m^\circ=-(E_s-E_m)\). The enthalpy term then accounts for the whole ratio, and the two standard entropies are equal. In this case the difference of well depths is also the difference of adsorption heats. Equal entropies at a single temperature would not be enough for that. The ratio would then follow from the difference of heats, which also contains any difference in vibrational and rotational energy.

The negative derivative means that heating reduces the contrast. At 400 K the same depths give a ratio of \(6.0\times10^3\).

## How large the effect is

At 300 K, \(k_BT=0.02585\) eV. The exponent is \(0.3/0.02585=11.6\), and the ratio is \(e^{11.605}=1.1\times10^5\).

Absolute constants need the remaining factors. Take \(\kappa=1\) eV/Å² and \(g=0.1\) for both sites. For water \(\Lambda=0.2375\) Å, the vibrational quantum is 0.0152 eV, and \(q=1.673\). The common prefactor is

\[
\frac{0.2375^3\times0.1\times1.673^3}{0.02585}=0.243\ \text{Å}^3/\text{eV}.
\]

Multiplying by \(e^{E/k_BT}\), which is \(2.5\times10^8\) for the deep well and \(2.3\times10^3\) for the shallow one, gives

- \(K_s=6.1\times10^7\) Å³/eV, or \(3.8\times10^{-4}\) Pa⁻¹;
- \(K_m=5.6\times10^2\) Å³/eV, or \(3.5\times10^{-9}\) Pa⁻¹.

These values scale directly with the assumed \(g\). Their ratio does not depend on it as long as both sites share it.

A real well has an edge, whereas the oscillator formula continues the parabola for ever. To see the cost, cut the potential off where it reaches zero and integrate \(e^{-U/k_BT}-1\) over the well numerically. The −1 removes the volume that a free molecule would occupy anyway. The ratio becomes \(1.105\times10^5\), which is 0.9% above the formula.

Most of this comes from the −1 in the shallow well. Its radius is \((2E_m/\kappa)^{1/2}=0.63\) Å and its volume 1.06 Å³. The harmonic integral is \((2\pi k_BT/\kappa)^{3/2}e^{E_m/k_BT}\approx150\) Å³, so the subtraction costs 0.7%. The missing tail of the parabola supplies the rest. The edge would matter for a well only a few \(k_BT\) deep.

## When the entropies differ

A weakly held molecule may also move more freely. If only the spring constants differ,

\[
\frac{K_s}{K_m}=e^{(E_s-E_m)/k_BT}\left(\frac{q_s}{q_m}\right)^3 .
\]

For \(\omega\ll k_BT\), \(\sinh x\simeq x\) gives \(q\simeq k_BT/\omega\). Since \(\omega\propto\kappa^{1/2}\), the last factor tends to \((\kappa_m/\kappa_s)^{3/2}\).

Let the methyl-like well soften to 0.4 eV/Å² at unchanged depth. The classical factor is \(0.4^{3/2}=0.25\), and the ratio drops to \(2.8\times10^4\). With the quantum values \(q_s=1.673\) and \(q_m=2.668\) it is \(2.7\times10^4\).

The entropy behind this follows from the free energy \(-k_BT\ln q\) of one oscillator:

\[
\frac{S}{k_B}=\ln q+T\frac{d\ln q}{dT}=\ln q+y\coth y,\qquad y=\frac{\omega}{2k_BT}.
\]

The last step uses \(\ln q=-\ln(2\sinh y)\) and \(dy/dT=-y/T\). Softening raises \(S\) by \(0.45\,k_B\) per direction, or \(1.35\,k_B\) in all. The full change of \(\ln K_m\) is \(3\ln(2.668/1.673)=1.40\). The remaining 0.05 comes from the lower vibrational energy of the softer well.

At fixed adsorption heats, each \(k_B\) of extra entropy on the methyl-like site divides the ratio by \(e\). It would take \(11.6\,k_B\) to cancel the energy difference. In this example softer vibration divides the ratio by about four, and a factor of \(2.7\times10^4\) remains. Softening is a mild case. If the molecule instead glides freely over an area \(A\) of methylated wall, two oscillator factors \(q^2\) are replaced by \(A/\Lambda^2\). For \(A=10\) Å² this is \(177/2.80\approx63\), and the ratio falls to \(1.7\times10^3\). If it also rotates freely there, with \(g=1\) against 0.1 on the silanol, the ratio falls to about 170.

## From one site to a film

**Saturation.** At finite pressure the isotherm gives

\[
\frac{\theta_s}{\theta_m}=\frac{K_s}{K_m}\,\frac{1+K_mp}{1+K_sp}.
\]

Because \(K_s>K_m\), the second fraction is below 1 at any positive pressure. Strong sites fill up while weak ones still respond linearly. At \(p=10^{-8}\) eV/Å³ (1.6 kPa, about 45% relative humidity at 300 K), \(K_sp=0.61\) and \(K_mp=5.6\times10^{-6}\). The occupancies are \(0.61/1.61=0.38\) and \(5.6\times10^{-6}\), and their ratio is \(6.8\times10^4\). At very high pressure this model fills both kinds of site and the ratio tends to 1. Water vapour does not reach that limit here: half-filling the methyl-like site would take \(1/K_m\approx2.9\times10^8\) Pa, whereas the vapour saturates at about 3.5 kPa at 300 K.

**Residual silanols.** Let a fraction \(f\) of the sites remain silanol-like. For independent sites the dilute uptake is an average:

\[
K_{\rm wall}=fK_s+(1-f)K_m,\qquad
\frac{K_s}{K_{\rm wall}}=\frac{1}{f+(1-f)K_m/K_s}.
\]

When \(f\gg K_m/K_s\), the improvement over an all-silanol wall is close to \(1/f\), whatever the methyl energy. With 1% of silanols left it is a factor of 100, not \(10^5\). The two kinds of site contribute equally when \(fK_s=(1-f)K_m\), which here means \(f=9\times10^{-6}\), about one site in 110,000. Above that fraction the leftover silanols dominate the dilute uptake of a methylated wall.

**Water–water attraction.** The model has no interaction between adsorbed molecules. It does not describe clusters growing on an occupied silanol, or a pore filling with liquid. A small Henry constant alone does not show that a pore stays dry at high humidity.

## What to do about it

1. **Set the accuracy of the energy difference first.** An error of 0.1 eV in \(E_s-E_m\) changes the ratio at 300 K by \(e^{0.1/0.02585}\approx48\).
2. **Compute the soft motions on both sites.** Compare vibrations and hindered rotations before assuming equal entropy. If heats are used instead of well depths, do not add the vibrational energy a second time.
3. **Estimate the residual silanol fraction.** If it stays well above \(K_m/K_s\) over the whole uncertainty of the methyl energy, effort spent on refining that energy will hardly change the predicted dilute uptake. With 1% of silanols, the depths used here and equal entropies, a methyl well deeper by 0.1 eV raises the dilute uptake by only 4% (7% at the pressure used above). If water is mobile on the methylated wall, \(K_m/K_s\) can approach 1% and this margin is lost. Otherwise the conclusion is clear. The silanol count and the silanol energy matter more.
4. **Use the isotherm at the working pressure.** The Henry form \(\theta=Kp\) needs \(Kp\ll1\) on every site that contributes. For the deep well above, \(Kp=0.61\) and the linear form overestimates the occupancy by 61%.
5. **Treat high humidity separately.** Once adsorbed molecules attract one another, the calculation needs a model that includes that attraction.
